# Direct and indirect relativistic effects on gold 6s and 5d: a program that tests the result

```python
"""Direct and indirect relativistic effects on the gold 6s and 5d levels.

Result under test: with E(equation, potential) the orbital energy,
  direct effect   = E(Dirac, V) - E(Schroedinger, V)
                  = -(1/2c) Int (E_D-V) D_S Q_D dr / Int P_S P_D dr
  indirect effect = E(Schroedinger, V_R) - E(Schroedinger, V_N)
                  = Int P_N (V_R-V_N) P_R dr / Int P_N P_R dr
P, Q: large and small radial functions; D = P' + kappa P/r; c: speed of light.
V_N, V_R: self-consistent nonrelativistic and relativistic LDA potentials.
6s is lowered mainly directly; 5d is raised by the indirect effect.
Hartree atomic units; rest energy subtracted; radial B-spline basis.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import BSpline, CubicSpline
from scipy.linalg import eigh
from pyscf import gto, dft

C = 1.0 / const.fine_structure
BOHR = const.physical_constants["Bohr radius"][0]
EV = const.physical_constants["Hartree energy in eV"][0]


class RadialBasis:
    """B-splines of degree 7 with Gauss points on a geometric mesh."""

    def __init__(self, first, last, elements):
        degree = 7
        self.breaks = np.r_[0.0, np.geomspace(first, last, elements)]
        self.rmax = self.breaks[-1]
        knots = np.r_[np.zeros(degree), self.breaks,
                      np.full(degree, self.rmax)]
        x, w = np.polynomial.legendre.leggauss(12)
        h = np.diff(self.breaks)[:, None]
        self.r = (self.breaks[:-1, None] + h * (x + 1) / 2).ravel()
        self.w = (h * w / 2).ravel()
        size = len(knots) - degree - 1
        spline = BSpline(knots, np.eye(size), degree)
        self.B = spline(self.r)
        self.dB = spline(self.r, nu=1)


def solve_radial(g, V, kappa, c=None, count=8):
    """Lowest bound levels: Dirac if c is given, Schroedinger if c is None.
    Returns E, P, Q and D = P' + kappa P/r on the mesh."""
    l = kappa if kappa > 0 else -kappa - 1
    B = g.B[:, l + 1:-1]
    D = g.dB[:, l + 1:-1] + kappa * B / g.r[:, None]
    w = g.w[:, None]
    S = B.T @ (w * B)
    U = B.T @ (w * V[:, None] * B)
    K = 0.5 * D.T @ (w * D)
    if c is None:
        # Inverted problem: accurate for low levels despite huge high ones.
        shift = 0.51 * np.max(-g.r * V) ** 2 + 1.0
        mu, vec = eigh(S, K + U + shift * S)
        mu, vec = mu[::-1][:count], vec[:, ::-1][:, :count]
        vec = vec / np.sqrt(mu)
        P = B @ vec
        return 1 / mu - shift, P, np.zeros_like(P), D @ vec
    n = B.shape[1]
    W = D.T @ (w * V[:, None] * D) / (4 * c * c)
    zero = np.zeros_like(S)
    ham = np.block([[U, K], [K, W - K]])
    metric = np.block([[S, zero], [zero, K / (2 * c * c)]])
    E, vec = eigh(ham, metric)
    E, vec = E[n:n + count], vec[:, n:n + count]
    return E, B @ vec[:n], D @ vec[n:] / (2 * c), D @ vec[:n]


def hartree_times_r(g, radial_density, charge):
    B, dB = g.B[:, 1:-1], g.dB[:, 1:-1]
    matrix = dB.T @ (g.w[:, None] * dB)
    source = B.T @ (g.w * radial_density / g.r)
    return charge * g.r / g.rmax + B @ np.linalg.solve(matrix, source)


def xc_potential(g, radial_density):
    """Slater exchange and Perdew-Wang correlation, unpolarized."""
    rho = np.maximum(radial_density / (4 * np.pi * g.r ** 2), 1e-30)
    rs = (3 / (4 * np.pi * rho)) ** (1 / 3)
    A, a1 = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    s = np.sqrt(rs)
    q = 2 * A * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs ** 2)
    dq = A * (b1 / s + 2 * b2 + 3 * b3 * s + 4 * b4 * rs)
    log = np.log1p(1 / q)
    ec = -2 * A * (1 + a1 * rs) * log
    dec = -2 * A * a1 * log + 2 * A * (1 + a1 * rs) * dq / (q * q + q)
    return -(3 * rho / np.pi) ** (1 / 3) + ec - rs * dec / 3


def nuclear_potential(r, Z, R):
    return np.where(r < R, -Z * (3 - (r / R) ** 2) / (2 * R), -Z / r)


def self_consistent(g, Z, R, occupation, c=None, start=None):
    """Returns total potential, r times electronic potential, and the
    radial densities sorted by l."""
    nuclear = nuclear_potential(g.r, Z, R)
    x = g.r * Z ** (1 / 3) / 0.8853
    y = (Z - 1) * (1 - 1 / (1 + 0.536 * x) ** 2)
    if start is not None:
        y = start.copy()
    inputs, residuals = [], []
    for _ in range(100):
        V = nuclear + y / g.r
        shells = np.zeros((4, len(g.r)))
        for l, occ in occupation.items():
            channels = [(-l - 1, 1.0)]
            if c is not None and l > 0:
                channels = [(-l - 1, (l + 1) / (2 * l + 1)),
                            (l, l / (2 * l + 1))]
            for kappa, share in channels:
                _, P, Q, _ = solve_radial(g, V, kappa, c)
                for i, number in enumerate(occ):
                    shells[l] += share * number * (P[:, i]**2 + Q[:, i]**2)
        total = shells.sum(axis=0)
        res = (hartree_times_r(g, total, Z)
               + g.r * xc_potential(g, total) - y)
        if np.max(abs(res)) < 2e-6:
            break
        inputs.append(y)
        residuals.append(res)
        new = y + 0.3 * res
        if len(inputs) > 4:
            dy = np.array([y - old for old in inputs[-6:-1]]).T
            dr = np.array([res - old for old in residuals[-6:-1]]).T
            gamma = np.linalg.lstsq(dr, res, rcond=1e-10)[0]
            new = new - (dy + 0.3 * dr) @ gamma
        y = new
    assert np.max(abs(res)) < 1e-5, "self-consistency not reached"
    return V, y, shells


def outward_end_value(E, kappa, electronic, Z, R):
    """P at r = 20 from outward integration of the Dirac equations,
    kappa < 0, started inside the nucleus."""
    r0 = 2e-6

    def potential(r):
        nuc = -Z * (3 - (r / R)**2) / (2 * R) if r < R else -Z / r
        return nuc + float(electronic(np.log(r)))

    def slope(x, f):
        r = np.exp(x)
        e = E - potential(r)
        return [-kappa * f[0] + r * (e + 2 * C * C) * f[1] / C,
                kappa * f[1] - r * e * f[0] / C]

    q0 = -(E - potential(r0)) * r0 / (C * (1 - 2 * kappa))
    run = solve_ivp(slope, (np.log(r0), np.log(20.0)), [1.0, q0],
                    method="DOP853", rtol=1e-9, atol=1e-12)
    assert run.success
    return run.y[0, -1]


# Dirac solver against the Sommerfeld levels of a point nucleus
Z = 79
test_grid = RadialBasis(1e-7, 30.0, 90)
worst_sommerfeld = 0.0
for kappa in (-1, 1, -2, 2):
    l = kappa if kappa > 0 else -kappa - 1
    levels = solve_radial(test_grid, -Z / test_grid.r, kappa, C)[0]
    for i in range(2):
        n = l + 1 + i
        eff = n - abs(kappa) + np.sqrt(kappa**2 - (Z / C)**2)
        exact = C * C * (1 / np.sqrt(1 + (Z / C / eff)**2) - 1)
        worst_sommerfeld = max(worst_sommerfeld, abs(levels[i] / exact - 1))
assert worst_sommerfeld < 1e-5

# Self-consistent solver against a Gaussian-basis calculation of neon
radius_fm = 7.0
R = radius_fm * 1e-15 / BOHR
g = RadialBasis(R, 50.0, 70)
V_neon = self_consistent(g, 10, 1e-9, {0: [2, 2], 1: [6]})[0]
ours = np.r_[solve_radial(g, V_neon, -1)[0][:2],
             solve_radial(g, V_neon, -2)[0][:1]]
gaussians = ([[0, [0.06 * 2.3**k, 1.0]] for k in range(18)]
             + [[1, [0.05 * 2.3**k, 1.0]] for k in range(12)])
mol = gto.M(atom="Ne 0 0 0", basis={"Ne": gaussians}, verbose=0)
mf = dft.RKS(mol)
mf.xc = "LDA_X,LDA_C_PW"
mf.grids.level = 4
mf.chkfile = None
mf.kernel()
neon_error = np.max(abs(ours - mf.mo_energy[:3]))
assert mf.converged and neon_error < 3e-4  # Gaussian basis and grid error

# Gold: two self-consistent potentials, then four combinations
gold = {0: [2, 2, 2, 2, 2, 1], 1: [6] * 4, 2: [10] * 3, 3: [14]}
V_N, y_N, shells_N = self_consistent(g, Z, R, gold)
V_R, y_R, shells_R = self_consistent(g, Z, R, gold, C, y_N)
potentials = {"N": V_N, "R": V_R}
orbitals = {"6s": (-1, 5), "5d3/2": (2, 2), "5d5/2": (-3, 2)}
energy, radius, wave = {}, {}, {}
for name, (kappa, i) in orbitals.items():
    for eq, speed in (("S", None), ("D", C)):
        for pot, V in potentials.items():
            E, P, Q, D = solve_radial(g, V, kappa, speed)
            key = (name, eq, pot)
            energy[key] = E[i]
            wave[key] = P[:, i], Q[:, i], D[:, i]
            radius[key] = np.sum(g.w * g.r * (P[:, i]**2 + Q[:, i]**2))
for table in (energy, radius):
    for eq in "SD":
        for pot in "NR":
            table["5d mean", eq, pot] = (0.4 * table["5d3/2", eq, pot]
                                         + 0.6 * table["5d5/2", eq, pot])

# Dirac levels bracketed by integrating the differential equations
for pot, y in (("N", y_N), ("R", y_R)):
    electronic = CubicSpline(np.log(g.r), y / g.r)
    for name in ("6s", "5d5/2"):
        ends = [outward_end_value(energy[name, "D", pot] + step,
                                  orbitals[name][0], electronic, Z, R)
                for step in (-3e-5, 3e-5)]
        assert ends[0] * ends[1] < 0

# Direct effect: exact integral, place of origin, and large-c limit
cut = g.breaks[np.argmin(abs(g.breaks - 0.1))]
inside = g.r < cut
share_inside, leading = {}, {}
worst_direct = 0.0
for name, (kappa, i) in orbitals.items():
    for pot, V in potentials.items():
        PS, _, DS = wave[name, "S", pot]
        PD, QD, _ = wave[name, "D", pot]
        part = -g.w * (energy[name, "D", pot] - V) * DS * QD / (2 * C)
        value = part.sum() / np.sum(g.w * PS * PD)
        change = energy[name, "D", pot] - energy[name, "S", pot]
        worst_direct = max(worst_direct, abs(value - change))
        if pot == "N":
            share_inside[name] = part[inside].sum() / part.sum()
    PS, _, DS = wave[name, "S", "N"]
    ES = energy[name, "S", "N"]
    leading[name] = -np.sum(g.w * (ES - V_N) * DS**2) / (4 * C * C)
    slow = 100 * (solve_radial(g, V_N, kappa, 10 * C)[0][i] - ES)
    # Next order is a small multiple of (Z/10c)^2 = 0.3 percent.
    assert abs(slow / leading[name] - 1) < 0.03
assert worst_direct < 2e-6
P6, Q6, _ = wave["6s", "D", "N"]
charge_inside = np.sum((g.w * (P6**2 + Q6**2))[inside])
assert share_inside["6s"] > 0.5 and charge_inside < 0.1

# Indirect effect: exact integral resolved into shell contributions
delta = [hartree_times_r(g, shells_R[l] - shells_N[l], 0.0) / g.r
         for l in range(4)]
delta.append(xc_potential(g, shells_R.sum(axis=0))
             - xc_potential(g, shells_N.sum(axis=0)))
parts = {}
worst_indirect = 0.0
for name in ("6s", "5d5/2"):
    PN, PR = wave[name, "S", "N"][0], wave[name, "S", "R"][0]
    overlap = np.sum(g.w * PN * PR)
    parts[name] = [np.sum(g.w * PN * dv * PR) / overlap for dv in delta]
    change = energy[name, "S", "R"] - energy[name, "S", "N"]
    worst_indirect = max(worst_indirect, abs(sum(parts[name]) - change))
assert worst_indirect < 2e-5  # residual of self-consistency
assert parts["5d5/2"][0] + parts["5d5/2"][1] > 0
assert parts["5d5/2"][2] + parts["5d5/2"][3] < 0

# Separation by both routes
split = {}
for name in ("6s", "5d3/2", "5d5/2", "5d mean"):
    SN, DN = energy[name, "S", "N"], energy[name, "D", "N"]
    SR, DR = energy[name, "S", "R"], energy[name, "D", "R"]
    split[name] = (DN - SN, DR - DN, DR - SR, SR - SN,
                   DR - DN - SR + SN, DR - SN)
s, d = split["6s"], split["5d mean"]
assert s[5] < 0 and s[0] < 0 and s[2] < 0
assert abs(s[0]) > abs(s[1]) and abs(s[2]) > abs(s[3])
assert d[5] > 0 and d[0] < 0 and d[2] < 0
assert d[1] > abs(d[0]) and d[3] > abs(d[2])

print(f"Gold Z = {Z}, nuclear radius = {radius_fm:.1f} fm, c = {C:.3f} a.u.")
print(f"Sommerfeld test, largest relative error: {worst_sommerfeld:.1e}")
print(f"Neon test, largest level difference: {neon_error:.1e} hartree")
print("Order: S in V_N, D in V_N, S in V_R, D in V_R")
order = (("S", "N"), ("D", "N"), ("S", "R"), ("D", "R"))
for name in split:
    print(f"E {name} (hartree):",
          *(f"{energy[(name,) + k]:.5f}" for k in order))
for name in split:
    print(f"<r> {name} (bohr):",
          *(f"{radius[(name,) + k]:.4f}" for k in order))
labels = ("direct in V_N", "indirect on Dirac", "direct in V_R",
          "indirect on Schroedinger", "mixed term", "total")
for name in split:
    for label, value in zip(labels, split[name]):
        print(f"{name} {label}: {value:+.5f} hartree")
for name in ("6s", "5d mean"):
    print(f"{name} direct in V_N, indirect on Dirac, total (eV):",
          *(f"{split[name][k] * EV:+.3f}" for k in (0, 1, 5)))
for name in orbitals:
    print(f"{name} leading 1/c^2 direct effect in V_N: "
          f"{leading[name]:+.5f} hartree")
print(f"Inner region: r < {cut:.4f} bohr")
print(f"6s direct effect from inner region: {100*share_inside['6s']:.1f} %")
print(f"6s Dirac charge in inner region (V_N): {100*charge_inside:.2f} %")
for name in parts:
    print(f"{name} indirect from s, p, d, f, xc (hartree):",
          *(f"{v:+.5f}" for v in parts[name]))
print(f"Direct formula, largest error: {worst_direct:.1e} hartree")
print(f"Indirect formula, largest error: {worst_indirect:.1e} hartree")
print("all assertions hold")
```

Output:

```
Gold Z = 79, nuclear radius = 7.0 fm, c = 137.036 a.u.
Sommerfeld test, largest relative error: 1.1e-09
Neon test, largest level difference: 4.2e-05 hartree
Order: S in V_N, D in V_N, S in V_R, D in V_R
E 6s (hartree): -0.16235 -0.25562 -0.13955 -0.22392
E 5d3/2 (hartree): -0.30464 -0.41972 -0.20322 -0.29716
E 5d5/2 (hartree): -0.30464 -0.35097 -0.20322 -0.24064
E 5d mean (hartree): -0.30464 -0.37847 -0.20322 -0.26325
<r> 6s (bohr): 3.3131 2.7299 3.4363 2.8384
<r> 5d3/2 (bohr): 1.5805 1.4509 1.7310 1.5720
<r> 5d5/2 (bohr): 1.5805 1.5220 1.7310 1.6590
<r> 5d mean (bohr): 1.5805 1.4935 1.7310 1.6242
6s direct in V_N: -0.09327 hartree
6s indirect on Dirac: +0.03170 hartree
6s direct in V_R: -0.08437 hartree
6s indirect on Schroedinger: +0.02280 hartree
6s mixed term: +0.00889 hartree
6s total: -0.06157 hartree
5d3/2 direct in V_N: -0.11508 hartree
5d3/2 indirect on Dirac: +0.12256 hartree
5d3/2 direct in V_R: -0.09394 hartree
5d3/2 indirect on Schroedinger: +0.10141 hartree
5d3/2 mixed term: +0.02115 hartree
5d3/2 total: +0.00747 hartree
5d5/2 direct in V_N: -0.04634 hartree
5d5/2 indirect on Dirac: +0.11034 hartree
5d5/2 direct in V_R: -0.03741 hartree
5d5/2 indirect on Schroedinger: +0.10141 hartree
5d5/2 mixed term: +0.00892 hartree
5d5/2 total: +0.06400 hartree
5d mean direct in V_N: -0.07384 hartree
5d mean indirect on Dirac: +0.11523 hartree
5d mean direct in V_R: -0.06002 hartree
5d mean indirect on Schroedinger: +0.10141 hartree
5d mean mixed term: +0.01381 hartree
5d mean total: +0.04139 hartree
6s direct in V_N, indirect on Dirac, total (eV): -2.538 +0.863 -1.675
5d mean direct in V_N, indirect on Dirac, total (eV): -2.009 +3.135 +1.126
6s leading 1/c^2 direct effect in V_N: -0.06488 hartree
5d3/2 leading 1/c^2 direct effect in V_N: -0.10202 hartree
5d5/2 leading 1/c^2 direct effect in V_N: -0.04393 hartree
Inner region: r < 0.1075 bohr
6s direct effect from inner region: 98.0 %
6s Dirac charge in inner region (V_N): 0.05 %
6s indirect from s, p, d, f, xc (hartree): +0.02762 +0.01205 -0.01244 -0.00378 -0.00065
5d5/2 indirect from s, p, d, f, xc (hartree): +0.10001 +0.08289 -0.06279 -0.02321 +0.00452
Direct formula, largest error: 3.0e-11 hartree
Indirect formula, largest error: 3.0e-07 hartree
all assertions hold
```
